# Cowan–Griffin and Wood–Boring p and d levels against Dirac averages

## Problem

An electron moves in a central potential $V(r)$. In Hartree atomic units, with the rest energy removed from $E$, define

$$M(r)=1+\frac{E-V(r)}{2c^2},\qquad c=1/\alpha ,$$

and let $P(r)$ be $r$ times the radial function. Primes denote $d/dr$. For $l\ge1$ two scalar-relativistic equations are to be compared:

$$\text{CG:}\quad P''-\frac{l(l+1)}{r^2}P+2M(E-V)P=0,$$

$$\text{WB:}\quad P''-\frac{l(l+1)}{r^2}P-\frac{M'}{M}\Big(P'-\frac Pr\Big)+2M(E-V)P=0 .$$

CG is the Cowan–Griffin equation in the form that keeps the Darwin term for $l=0$ alone. WB is the Wood–Boring equation without spin–orbit coupling, with the Darwin term kept for every $l$.

(a) Solve both for the p and d levels of the one-electron ion Er$^{67+}$, $Z=68$, with a point nucleus. Compare them with

$$\bar E=\frac{2l\,E_{j=l-1/2}+(2l+2)\,E_{j=l+1/2}}{4l+2},$$

the $(2j+1)$-weighted average of the Dirac levels.

(b) Does the result survive when the nucleus is screened?

Recoil, finite nuclear size and radiative corrections are left out throughout.

## First estimate by scaling

Let $a=Z\alpha=0.4962$. The scalar equations lack spin–orbit coupling, which to leading order is $(V'/2c^2r)\,\mathbf L\cdot\mathbf S$. Here $\mathbf L\cdot\mathbf S$ equals $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. With $V'=Z/r^2$ the splitting is

$$\Delta=\frac{(2l+1)Z}{4c^2}\langle r^{-3}\rangle .$$

The nonrelativistic 2p and 3d functions are $P\propto r^ne^{-Zr/n}$. With $b=2Z/n$, the integrals $\int_0^\infty r^me^{-br}dr=m!/b^{m+1}$ give $\langle r^{-3}\rangle=b^3(2n-3)!/(2n)!$. This is $Z^3/24$ for 2p and $Z^3/405$ for 3d. Since $Z^2a^2=1138.6$,

$$\Delta_{2p}=\frac{Z^2a^2}{32}=35.6,\qquad \Delta_{3d}=\frac{Z^2a^2}{324}=3.51\ \text{hartree}.$$

The first-order displacements are $+l\Delta/(2l+1)$ and $-(l+1)\Delta/(2l+1)$. Their weighted mean vanishes, but their weighted mean square is $l(l+1)\Delta^2/(2l+1)^2$. For the bare nucleus the error of a scalar equation should therefore appear in second order. Dividing by a typical level spacing $|dE/dn|=Z^2/n^3$ gives

$$\text{2p: }\frac{2}{9}\,\frac{35.6^2}{578}\approx0.5,\qquad \text{3d: }\frac{6}{25}\,\frac{3.51^2}{171}\approx0.017\ \text{hartree}.$$

Both 2p and 3d are the lowest levels of their $l$, so second-order coupling pushes the Dirac average down. The scalar levels should lie too high, by an amount that scales as $Z^2a^4$. The estimate replaces a sum over intermediate states by one ratio, so its prefactor is uncertain. It also cannot tell CG from WB.

## Exact solution

### Where the two equations come from

The radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+2McQ,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P,$$

with $\kappa=l$ for $j=l-\frac12$ and $\kappa=-l-1$ for $j=l+\frac12$. Solve the first for $2McQ=P'+\kappa P/r$ and differentiate:

$$2McQ'=P''+\frac{\kappa}{r}P'-\frac{\kappa}{r^2}P-\frac{M'}{M}\Big(P'+\frac{\kappa}{r}P\Big).$$

The second equation gives the same quantity as

$$2McQ'=\frac{\kappa}{r}\Big(P'+\frac{\kappa}{r}P\Big)-2M(E-V)P .$$

On equating them, $\kappa P'/r$ cancels. Both values of $\kappa$ satisfy $\kappa(\kappa+1)=l(l+1)$, so

$$P''-\frac{l(l+1)}{r^2}P-\frac{M'}{M}\Big(P'+\frac{\kappa}{r}P\Big)+2M(E-V)P=0 .$$

Now write $P'+\kappa P/r=(P'-P/r)+(1+\kappa)P/r$. The weighted sum of $1+\kappa$ is

$$2l(l+1)+(2l+2)(-l)=0 .$$

Dropping the $(1+\kappa)$ term gives WB. Dropping the whole $M'$ term gives CG. The mass–velocity correction survives in both, because $2M(E-V)=2(E-V)+(E-V)^2/c^2$. The averaging has been done on the operator, and its eigenvalues need not equal the averaged eigenvalues.

### The Darwin term as a local potential

Put $P=\sqrt M\,\varphi$ and $m=M'/M$. Then

$$P'=\sqrt M\Big(\varphi'+\frac m2\varphi\Big),\qquad P''=\sqrt M\Big[\varphi''+m\varphi'+\Big(\frac{M''}{2M}-\frac{m^2}{4}\Big)\varphi\Big].$$

In $P''-mP'$ the first derivatives cancel, and the Dirac equation becomes

$$\varphi''-\frac{l(l+1)}{r^2}\varphi+2M(E-V)\varphi-2U\varphi=0,\qquad -2U=\frac{M''}{2M}-\frac34m^2-\frac{\kappa m}{r}.$$

Insert $M'=-V'/2c^2$ and $M''=-V''/2c^2$, with $V''=\nabla^2V-2V'/r$:

$$U=\frac{\nabla^2V}{8c^2M}-\frac{(1+\kappa)V'}{4c^2Mr}+\frac38\Big(\frac{V'}{2c^2M}\Big)^2 .$$

The middle term is spin–orbit coupling. WB has $\kappa=-1$ and keeps the other two terms. CG has $U=0$ and $\varphi=P$.

### CG in the Coulomb field

For $V=-Z/r$ let $W=1+E/c^2$ and $\lambda^2=c^2(1-W^2)=-2E-E^2/c^2$. Since

$$2(E-V)+\frac{(E-V)^2}{c^2}=-\lambda^2+\frac{2ZW}{r}+\frac{a^2}{r^2},$$

CG is the Klein–Gordon equation

$$P''=\Big[\frac{s(s-1)}{r^2}-\frac{2ZW}{r}+\lambda^2\Big]P,\qquad s(s-1)=l(l+1)-a^2. \tag{1}$$

The regular root is $s=\frac12+\sqrt{(l+\frac12)^2-a^2}$. With $P=r^se^{-\lambda r}w$,

$$rw''+2(s-\lambda r)w'+2(ZW-\lambda s)w=0 .$$

A normalizable solution needs a polynomial $w$. If its degree is $\nu$, the highest power requires $ZW=\lambda(s+\nu)$. Set $n=\nu+l+1$, $k=l+\frac12$ and $\delta_k=k-\sqrt{k^2-a^2}$. Then $s+\nu=n-\delta_k\equiv N$. Squaring $ZW=Nc\sqrt{1-W^2}$ and dividing by $c^2$ gives $a^2W^2=N^2(1-W^2)$, so

$$E=f(k)=c^2\Big[\frac{N}{\sqrt{N^2+a^2}}-1\Big],\qquad N=n-\delta_k. \tag{2}$$

### The Dirac levels follow the same function

Write the Dirac pair for $Y=(P,Q)^T$ as $Y'=CY$, where $C=A/r+B$ and

$$A=\begin{pmatrix}-\kappa&a\\-a&\kappa\end{pmatrix},\qquad B=\begin{pmatrix}0&c(1+W)\\c(1-W)&0\end{pmatrix}.$$

Multiplication gives $A^2=\gamma^2$ with $\gamma=\sqrt{\kappa^2-a^2}$, $B^2=\lambda^2$ and $AB+BA=-2ZW$, all times the unit matrix. Hence

$$Y''=(C'+C^2)Y=\Big[\frac{\gamma^2-A}{r^2}-\frac{2ZW}{r}+\lambda^2\Big]Y .$$

The eigenvalues of $A$ are $\pm\gamma$. The component of $Y$ along the eigenvector for $+\gamma$ obeys equation (1) with $s=\gamma$, so $ZW/\lambda=\gamma+\nu$. The other component has $s=\gamma+1$ and gives values from the same list.

Conversely, let $y$ solve (1) with $s=\gamma$, and let $Av=-\gamma v$. Then $Y=(d/dr+C)(yv)$ solves the first-order pair, because $(d/dr-C)(d/dr+C)=d^2/dr^2+C'-C^2$ annihilates $yv$. This $Y$ can vanish only if $y'/y-\gamma/r$ is constant, which means $\nu=0$.

For $\nu=0$ only the $+\gamma$ component can be present, so $Q/P=(\kappa+\gamma)/a$. The first-order pair also demands $BY=-\lambda Y$, hence $Q/P<0$. This is impossible for $\kappa>0$. For $\kappa<0$ the condition $ZW=\lambda\gamma$ gives $W=\gamma/|\kappa|$ and $\lambda=ca/|\kappa|$. The ratio demanded by $B$ is then $Q/P=-\lambda/[c(1+W)]=-a/(|\kappa|+\gamma)$, which equals $(\kappa+\gamma)/a$ because $a^2=\kappa^2-\gamma^2$, so the solution exists. With $n=\nu+|\kappa|$ the levels are therefore $f(|\kappa|)$ with $n\ge l+1$: $f(l)$ for $j=l-\frac12$ and $f(l+1)$ for $j=l+\frac12$. A positive $\gamma$ for $|\kappa|=1$ requires $a<1$.

### CG lies above the average

Use $u=1/k$ as the variable. The weighted mean of $u$ over the two Dirac levels is

$$\bar u=\frac{1}{2l+1}\Big[l\,\frac1l+(l+1)\frac1{l+1}\Big]=\frac{1}{l+\frac12},$$

which is the value belonging to CG. With $au=\sin\theta$ one has $\delta=a\tan(\theta/2)$ and

$$\frac{d\delta}{du}=\frac{a^2}{2\cos^2(\theta/2)\cos\theta}.$$

This grows with $\theta$, so $\delta$ is convex and $N=n-\delta$ is concave in $u$. The energy rises with $N$ at the rate $c^2a^2/(N^2+a^2)^{3/2}$, which decreases for $N>0$. An increasing concave function of a concave function is concave. Jensen's inequality then gives $\bar E<E_{CG}$.

For the size, expand $\delta=a^2u/2+a^4u^3/8+\dots$ and $f=-Z^2/2N^2+3Z^2a^2/8N^4-\dots$. Terms linear in $u$ average correctly. Through order $Z^2a^4$ the nonlinear terms come from

$$\frac1{N^2}=\frac1{n^2}+\frac{2\delta}{n^3}+\frac{3\delta^2}{n^4}+\dots,$$

and therefore, with angle brackets for the weighted mean,

$$E_{CG}-\bar E\simeq\frac{Z^2a^4}{2}\Big[\frac{\langle u^3\rangle-\bar u^3}{4n^3}+\frac{3(\langle u^2\rangle-\bar u^2)}{4n^4}\Big]. \tag{3}$$

### WB lies above CG

For a bare nucleus $\nabla^2V=0$ at $r>0$, so WB is CG with the added repulsion $U=\frac38(M'/M)^2>0$. For fixed trial $E$ define

$$K(E)=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-2M(E-V)+2U .$$

A level is a value of $E$ at which an eigenvalue $\mu$ of $K$ vanishes. For CG, the derivative $dK/dE=-2[1+(E-V)/c^2]$ is negative for $E>-c^2$, since $V<0$, so $\mu_{CG}>0$ for $-c^2<E<E_{CG}$. Adding $U>0$ raises $\mu$. Thus $\mu_{WB}>0$ for $-c^2<E\le E_{CG}$, and the WB root lies higher. For the point nucleus and $l\ge1$,

$$\bar E<E_{CG}<E_{WB}.$$

When $U$ is small, the first-order change of $\mu$ must be cancelled by the change of $E$:

$$E_{WB}-E_{CG}\simeq\frac{\int UP^2\,dr}{\int[1+(E-V)/c^2]P^2\,dr}. \tag{4}$$

To leading order $M\to1$, which gives $(3Z^2/32c^4)\langle r^{-4}\rangle$ for the bare nucleus. The integrals used earlier give $\langle r^{-4}\rangle=Z^4/24$ for 2p and $2Z^4/3645$ for 3d.

### Numbers for Er$^{67+}$

The WB levels were found numerically. With $x=\ln r$ and $\varphi=\sqrt r\,\chi$ the equation becomes

$$-\frac{d^2\chi}{dx^2}+\Big[(l+\tfrac12)^2-2r^2M(E-V)+2r^2U\Big]\chi=0 .$$

On a uniform grid in $x$ with sinc functions this is a symmetric matrix. $E$ is varied until the eigenvalue belonging to $n-l-1$ nodes is zero.

For 2p the Dirac levels are $-629.324$ ($j=\frac12$) and $-587.180$ hartree ($j=\frac32$), so

$$\bar E=\frac{-629.324+2(-587.180)}{3}=-601.228 .$$

CG gives $-600.054$ and WB gives $-599.120$ hartree. All values below are in hartree.

| Level | $\bar E$ | CG $-\bar E$ | WB $-\bar E$ |
|---|---:|---:|---:|
| 2p | −601.228 | 1.174 | 2.108 |
| 3p | −266.523 | 0.306 | 0.611 |
| 4p | −149.127 | 0.119 | 0.251 |
| 3d | −260.139 | 0.021 | 0.036 |
| 4d | −146.439 | 0.008 | 0.015 |

The 2p errors are 31.9 eV for CG and 57.4 eV for WB, or 2.8% and 5.0% of the 1147 eV splitting between the two $j$ levels. For 3d they are 0.57 and 0.97 eV, about 0.6% and 1.0% of the 99.9 eV splitting.

The nonrelativistic 2p level is $-578$ hartree, so relativity lowers the average by 23.2 hartree. CG misses 5% of that shift and WB misses 9%.

## Comparison of estimate and solution

The estimate gave the right sign and the right power, $Z^2a^4$. The form of $U$ shows that the Dirac equation differs from WB by exactly the spin–orbit term, while CG also lacks the quadratic term, so the estimate is to be measured against the WB error. Its 0.5 hartree for 2p is about four times smaller than the WB error of 2.1. Its 0.017 for 3d is about half of 0.036. One level spacing is thus a poor substitute for the sum over intermediate states, more so for 2p.

The leading formulas do better. For 2p, $\langle u^3\rangle-\bar u^3=\frac5{12}-\frac8{27}=\frac{13}{108}$ and $\langle u^2\rangle-\bar u^2=\frac12-\frac49=\frac1{18}$. With $Z^2a^4=280.4$, equation (3) gives

$$E_{CG}-\bar E\simeq140.2\,(0.00376+0.00260)=0.89,$$

and the WB term adds

$$E_{WB}-E_{CG}\simeq\frac{3}{32}\,\frac{280.4}{24}=1.10\ \text{hartree}.$$

The full values are 1.17 and $2.108-1.174=0.93$. For 2p at this $Z$, higher orders enlarge the first gap and reduce the second, so the sum, 1.99 against 2.11, is closer than either part. At $Z=6$ the same numerical solution reproduces both leading formulas within 1% for 2p and within 0.1% for 3d, as expected when $a$ is small.

## With screening

Screening removes both supports of the proof. The Dirac and CG levels no longer follow the common function $f(k)$, which was derived for a pure Coulomb field, and $\nabla^2V$ no longer vanishes where the electron moves. The order of the levels must therefore be computed. Take the model

$$V(r)=-\frac{8+60\,e^{-5r}}{r},\qquad \nabla^2V=-\frac{1500\,e^{-5r}}{r}\quad(r>0).$$

The nuclear charge is still 68, and the charge seen far away is 8. The parameters are round numbers; this is not an electronic-structure calculation of erbium. The Laplacian part of $U$ is now negative and competes with the positive quadratic part. All three equations were solved on the same kind of grid, with these results in hartree:

| Level | $\bar E$ | CG $-\bar E$ | WB $-\bar E$ |
|---|---:|---:|---:|
| 2p | −347.725 | 1.243 | 1.955 |
| 3p | −69.428 | 0.268 | 0.431 |
| 3d | −53.588 | 0.046 | 0.023 |
| 4d | −6.209 | 0.005 | 0.003 |

The p levels keep the bare-ion order. For the d levels WB has dropped below CG and is the closer of the two. Equation (4), evaluated with the CG 3d function, shows why:

$$-0.0299+0.0073=-0.0226\ \text{hartree},$$

where the first number is the Laplacian part and the second the quadratic part. The difference of the two solved levels is also $-0.0226$.

The Laplacian term is the same for both $j$, so it does not cancel in the Dirac average. WB contains it and CG, for $l\ge1$, does not. In a screened field CG therefore already departs from the average at order $1/c^2$, whereas for the bare nucleus both equations agree with it to that order. For the p levels the quadratic repulsion outweighs this omission, and CG remains closer in this model. The order of the two methods thus depends on the potential and on the level, and the bare-ion result cannot be carried over to a many-electron ion without calculation.
